**Relaxed correlation energy of a trap coupled to one harmonic coordinate**

The program tests $U_{\rm eff}=E_0+E_2-2E_1=U-g^2/K$, where $E_n$ is the relaxed energy with $n$ electrons, $U$ the repulsion at fixed coordinate, $g$ the force per electron and $K$ the spring constant. It builds the electronic Hamiltonian from fermion matrices, minimizes its energies numerically over the coordinate, and asserts that the result agrees with the formula. It also diagonalizes the Hamiltonian with a quantum coordinate on a grid and asserts the lowest vibronic levels, the correlation energy and the thermal probability of single occupation. Further assertions cover the frozen lattice, a shifted reference occupation, the critical coupling, the transition levels, the removal energies and a weaker pair force. For the chosen model parameters, the output shows a repulsion of 0.050 hartree reduced by 0.072 hartree to −0.022 hartree. In the scan of the chemical potential, the relaxed trap has ground occupations 0 and 2, while the trap frozen at $Q=0$ also shows occupation 1. With a pair force ten per cent below $2g$, the correlation energy is positive, about 0.0054 hartree.

## Numerical check

```python
"""
Result under test: a trap level coupled linearly to one harmonic coordinate has
the relaxed correlation energy  U_eff = E0 + E2 - 2 E1 = U - g^2/K.

H = eps*n + U*n_up*n_dn - g*n*Q + K*Q^2/2 + P^2/(2M),   n = n_up + n_dn
eps: level energy at Q = 0, measured from the band edge; U: repulsion at fixed Q
g: force per electron on Q; K: spring constant; M: mass of the coordinate
E_n: lowest energy with n electrons after relaxation of Q
All quantities are in Hartree atomic units unless a label says otherwise.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import minimize_scalar, brentq

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
KB_EV = physical_constants["Boltzmann constant in eV/K"][0]

eps, U, g, K, M = -0.02, 0.05, 0.12, 0.2, 50000.0
temperature = 300.0
kT = KB_EV * temperature / HARTREE_EV

# Fermion operators of the two spin orbitals (Jordan-Wigner matrices)
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
c_up = np.kron(lower, np.eye(2))
c_dn = np.kron(np.diag([1.0, -1.0]), lower)
n_up, n_dn = c_up.T @ c_up, c_dn.T @ c_dn
number, pair = n_up + n_dn, n_up @ n_dn
sector = [np.flatnonzero(np.isclose(np.diag(number), n)) for n in range(3)]


def fixed_energy(n, Q, force=g, reference=0.0, pair_force_loss=0.0):
    """Lowest energy with n electrons at a fixed coordinate Q."""
    h = (eps * number + U * pair - force * Q * (number - reference * np.eye(4))
         + pair_force_loss * Q * pair + 0.5 * K * Q**2 * np.eye(4))
    return np.linalg.eigvalsh(h[np.ix_(sector[n], sector[n])])[0]


def relax(n, **options):
    """Numerical minimum over Q: returns coordinate and energy."""
    found = minimize_scalar(lambda Q: fixed_energy(n, Q, **options),
                            bracket=(-1.0, 1.0))
    return found.x, found.fun


def second_difference(e):
    return e[0] + e[2] - 2.0 * e[1]


def relaxed_U(**options):
    return second_difference([relax(n, **options)[1] for n in range(3)])


# Frozen lattice: the repulsion is U at every Q
for Q in (-0.7, 0.0, 0.4, 1.3):
    frozen = second_difference([fixed_energy(n, Q) for n in range(3)])
    assert abs(frozen - U) < 1e-12

# Relaxed lattice: displacements, energies, correlation energy
Qmin, E = map(np.array, zip(*[relax(n) for n in range(3)]))
relaxation = np.array([fixed_energy(n, 0.0) - E[n] for n in range(3)])
U_eff = second_difference(E)
for n in range(3):
    assert abs(Qmin[n] - g * n / K) < 1e-6
    assert abs(relaxation[n] - g**2 * n**2 / (2 * K)) < 1e-11
assert abs(U_eff - (U - g**2 / K)) < 1e-11

# The choice of the reference occupation does not matter
U_eff_shifted = relaxed_U(reference=1.0)
assert abs(U_eff_shifted - (U - g**2 / K)) < 1e-11

# Critical coupling from a numerical root
g_critical = brentq(lambda f: relaxed_U(force=f), 0.02, 0.3, xtol=1e-12)
assert abs(g_critical - np.sqrt(U * K)) < 1e-8

# Pair force weaker than twice the single-electron force
F2 = 1.8 * g
U_eff_weak = relaxed_U(pair_force_loss=2 * g - F2)
assert abs(U_eff_weak - (U - (F2**2 - 2 * g**2) / (2 * K))) < 1e-11
assert U_eff < 0 < U_eff_weak

# Quantum coordinate: full vibronic Hamiltonian on a sinc grid
dx = 0.03
grid = np.arange(-1.5, 2.7 + dx / 2, dx)
size = len(grid)
diff = np.subtract.outer(np.arange(size), np.arange(size))
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 3, 2.0 / safe**2)
kinetic = kinetic * (1.0 - 2.0 * (np.abs(diff) % 2)) / (2 * M * dx**2)
vibronic = (np.kron(eps * number + U * pair, np.eye(size))
            - g * np.kron(number, np.diag(grid))
            + np.kron(np.eye(4), kinetic + np.diag(0.5 * K * grid**2)))
spectrum = []
for states in sector:
    index = np.concatenate([s * size + np.arange(size) for s in states])
    spectrum.append(np.linalg.eigvalsh(vibronic[np.ix_(index, index)]))
omega = np.sqrt(K / M)
for n, degeneracy in enumerate((1, 2, 1)):
    levels = spectrum[n][::degeneracy][:6]
    closed = (eps * n + U * (n == 2) - g**2 * n**2 / (2 * K)
              + omega * (np.arange(6) + 0.5))
    assert np.max(np.abs(levels - closed)) < 1e-9
U_eff_quantum = second_difference([s[0] for s in spectrum])
assert abs(U_eff_quantum - (U - g**2 / K)) < 1e-9

# Transition levels and ground occupation as the chemical potential rises
mu01, mu12 = E[1] - E[0], E[2] - E[1]
assert abs(mu01 - (eps - g**2 / (2 * K))) < 1e-11
assert abs(mu12 - (eps + U - 3 * g**2 / (2 * K))) < 1e-11
E_frozen = np.array([fixed_energy(n, 0.0) for n in range(3)])
occupations = np.arange(3)
scan = np.linspace(-0.2, 0.2, 1002)
seen_relaxed = {int(np.argmin(E - mu * occupations)) for mu in scan}
seen_frozen = {int(np.argmin(E_frozen - mu * occupations)) for mu in scan}
assert seen_relaxed == {0, 2} and seen_frozen == {0, 1, 2}

# Thermal occupations from the full vibronic spectrum at the midpoint
mu_mid = (E[2] - E[0]) / 2


def probabilities(levels_by_n, mu):
    shifted = [np.asarray(e) - mu * n for n, e in enumerate(levels_by_n)]
    lowest = min(s.min() for s in shifted)
    weights = np.array([np.exp(-(s - lowest) / kT).sum() for s in shifted])
    return weights / weights.sum()


P = probabilities(spectrum, mu_mid)
x = np.exp((U - g**2 / K) / (2 * kT))
assert abs(P[1] / (x / (1 + x)) - 1) < 1e-5
mu_mid_frozen = (E_frozen[2] - E_frozen[0]) / 2
P_frozen = probabilities([[E_frozen[0]], [E_frozen[1]] * 2, [E_frozen[2]]],
                         mu_mid_frozen)
x_frozen = np.exp(U / (2 * kT))
assert abs((P_frozen[0] + P_frozen[2]) * (1 + x_frozen) - 1) < 1e-8

# Removal of one electron from the doubly occupied trap to the band edge
vertical = fixed_energy(1, Qmin[2]) - E[2]
thermal = E[1] - E[2]
assert abs(vertical - (-eps - U + 2 * g**2 / K)) < 1e-7
assert abs(vertical - thermal - g**2 / (2 * K)) < 1e-7


def show(label, value, unit, form=".6f"):
    print(f"{label}: {value:{form}} {unit}")


show("level energy eps", eps, "hartree")
show("repulsion U at fixed Q", U, "hartree")
show("force per electron g", g, "hartree/bohr")
show("spring constant K", K, "hartree/bohr^2")
show("mass M", M, "electron masses", ".0f")
show("vibrational quantum omega", omega, "hartree")
show("temperature", temperature, "K", ".0f")
show("thermal energy kT", kT, "hartree", ".8f")
for n in range(3):
    show(f"n={n} relaxed coordinate", abs(Qmin[n]), "bohr", ".4f")
    show(f"n={n} relaxation energy", abs(relaxation[n]), "hartree")
    show(f"n={n} relaxed energy, no zero point", E[n] + 0.0, "hartree")
    show(f"n={n} lowest vibronic level", spectrum[n][0], "hartree")
show("reduction U - U_eff", U - U_eff, "hartree")
show("U_eff by minimization", U_eff, "hartree")
show("U_eff by minimization", U_eff * HARTREE_EV, "eV", ".4f")
show("U_eff from vibronic levels", U_eff_quantum, "hartree")
show("U_eff with reference n=1", U_eff_shifted, "hartree")
show("critical coupling g", g_critical, "hartree/bohr")
show("transition level mu(0/1)", mu01, "hartree")
show("transition level mu(0/1)", mu01 * HARTREE_EV, "eV", ".4f")
show("transition level mu(1/2)", mu12, "hartree")
show("transition level mu(1/2)", mu12 * HARTREE_EV, "eV", ".4f")
show("midpoint chemical potential", mu_mid, "hartree")
print("ground occupations in scan, relaxed:", sorted(seen_relaxed))
print("ground occupations in scan, frozen at Q=0:", sorted(seen_frozen))
show("P(n=1) at midpoint, relaxed", P[1], "(no unit)", ".4e")
show("midpoint chemical potential, frozen", mu_mid_frozen, "hartree")
show("1-P(n=1) at midpoint, frozen", P_frozen[0] + P_frozen[2],
     "(no unit)", ".4e")
show("vertical removal energy from n=2", vertical, "hartree")
show("relaxed removal energy from n=2", thermal, "hartree")
show("relaxed removal energy from n=1", E[0] - E[1], "hartree")
show("weaker pair force F2", F2, "hartree/bohr")
show("U_eff with weaker pair force", U_eff_weak, "hartree")
print("OK")
```

Output:

```
level energy eps: -0.020000 hartree
repulsion U at fixed Q: 0.050000 hartree
force per electron g: 0.120000 hartree/bohr
spring constant K: 0.200000 hartree/bohr^2
mass M: 50000 electron masses
vibrational quantum omega: 0.002000 hartree
temperature: 300 K
thermal energy kT: 0.00095004 hartree
n=0 relaxed coordinate: 0.0000 bohr
n=0 relaxation energy: 0.000000 hartree
n=0 relaxed energy, no zero point: 0.000000 hartree
n=0 lowest vibronic level: 0.001000 hartree
n=1 relaxed coordinate: 0.6000 bohr
n=1 relaxation energy: 0.036000 hartree
n=1 relaxed energy, no zero point: -0.056000 hartree
n=1 lowest vibronic level: -0.055000 hartree
n=2 relaxed coordinate: 1.2000 bohr
n=2 relaxation energy: 0.144000 hartree
n=2 relaxed energy, no zero point: -0.134000 hartree
n=2 lowest vibronic level: -0.133000 hartree
reduction U - U_eff: 0.072000 hartree
U_eff by minimization: -0.022000 hartree
U_eff by minimization: -0.5987 eV
U_eff from vibronic levels: -0.022000 hartree
U_eff with reference n=1: -0.022000 hartree
critical coupling g: 0.100000 hartree/bohr
transition level mu(0/1): -0.056000 hartree
transition level mu(0/1): -1.5238 eV
transition level mu(1/2): -0.078000 hartree
transition level mu(1/2): -2.1225 eV
midpoint chemical potential: -0.067000 hartree
ground occupations in scan, relaxed: [0, 2]
ground occupations in scan, frozen at Q=0: [0, 1, 2]
P(n=1) at midpoint, relaxed: 9.3660e-06 (no unit)
midpoint chemical potential, frozen: 0.005000 hartree
1-P(n=1) at midpoint, frozen: 3.7301e-12 (no unit)
vertical removal energy from n=2: 0.114000 hartree
relaxed removal energy from n=2: 0.078000 hartree
relaxed removal energy from n=1: 0.056000 hartree
weaker pair force F2: 0.216000 hartree/bohr
U_eff with weaker pair force: 0.005360 hartree
OK
```
